# The shift current and the gauge invariance of its shift vector: verification in Python

```python
"""Shift current of an insulator under linearly polarized light (atomic units).

Result under test, for one spin channel and electron charge -1:
  J_a = -2 pi |E_w|^2 sum_cv int d^dk/(2 pi)^d |r_b|^2 R delta(w_cv - w)
  R   = d/dk_a arg(r_vc) + A_cc - A_vv           (shift vector)
with E(t) = E_w exp(-i w t) + c.c., r_vc = i<v|d c/dk_b>, A_nn = i<n|d n/dk_a>.
For a pulse, |E_w|^2 2 pi delta(w_cv - w) becomes |E~(w_cv)|^2, where E~ is the
Fourier transform of the field, and J becomes the time-integrated current.
The independent road is time propagation with H(k + A(t)), E = -dA/dt, which
uses no dipole phase, no Berry connection and no shift vector.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad


class Lattice:
    """Tight-binding lattice; hops are (i, j, cell_x, cell_y, amplitude)."""

    def __init__(self, onsite, positions, hops, cell_length, cell_volume):
        self.n = len(onsite)
        self.onsite = np.diag(onsite).astype(complex)[:, :, None]
        self.volume = cell_volume
        pos = np.array(positions, float)
        self.disp = np.array([cell_length * np.array([x, y]) + pos[j] - pos[i]
                              for i, j, x, y, _ in hops])
        self.place = np.zeros((self.n**2, len(hops)), complex)
        for h, (i, j, _, _, amplitude) in enumerate(hops):
            self.place[i * self.n + j, h] = amplitude

    def phases(self, k):
        return np.exp(1j * self.disp @ k.T)

    def hop_operator(self, phases, weights):
        upper = ((self.place * weights) @ phases).reshape(self.n, self.n, -1)
        return upper + upper.conj().swapaxes(0, 1)

    def eigen(self, k):
        h = self.onsite + self.hop_operator(self.phases(k), 1.0)
        return np.linalg.eigh(np.moveaxis(h, 2, 0))

    def dipoles(self, k, axis):
        """Energies, states and r_vc from the lowest band to all others."""
        e, u = self.eigen(k)
        dh = self.hop_operator(self.phases(k), 1j * self.disp[:, axis])
        v = u.conj().swapaxes(1, 2) @ np.moveaxis(dh, 2, 0) @ u
        return e, u, 1j * v[:, 0, 1:] / (e[:, 1:] - e[:, :1])


def weighted_shift(lat, k, field_axis, current_axis, h):
    """w_cv, |r|^2 and |r|^2 R, with the derivatives as finite differences."""
    step = np.zeros(2)
    step[current_axis] = h
    e, _, r = lat.dipoles(k, field_axis)
    _, u_p, r_p = lat.dipoles(k + step, field_axis)
    _, u_m, r_m = lat.dipoles(k - step, field_axis)
    overlap = np.einsum('kin,kin->kn', u_m.conj(), u_p)
    loop = r_p * r_m.conj() * overlap[:, 1:].conj() * overlap[:, :1]
    return e[:, 1:] - e[:, :1], abs(r)**2, loop.imag / (2 * h)


def field_spectrum(w, a0, w0, sigma):
    """|E~(w)|^2 for A(t) = a0 exp(-t^2/(2 sigma^2)) cos(w0 t)."""
    a_w = a0 * sigma * np.sqrt(np.pi / 2) * (
        np.exp(-((w - w0) * sigma)**2 / 2) + np.exp(-((w + w0) * sigma)**2 / 2))
    return (w * a_w)**2


def propagated_charge(lat, k, field_axis, current_axis, pulse, dt):
    """Time-integrated current, even part in the field, from propagation."""
    a0, w0, sigma = pulse
    phases = lat.phases(k)
    d_field, d_current = lat.disp[:, field_axis], lat.disp[:, current_axis]
    ground = lat.eigen(k)[1][:, :, 0].T

    def vector_potential(t):
        return a0 * np.exp(-t**2 / (2 * sigma**2)) * np.cos(w0 * t)

    total = 0.0
    for sign in (1, -1):
        psi = ground.copy()
        for t in np.arange(-6 * sigma, 6 * sigma, dt):
            shift = np.exp(1j * sign * vector_potential(t) * d_field)
            vel = lat.hop_operator(phases, 1j * d_current * shift)
            total += np.sum(psi.conj() * (vel * psi[None]).sum(1)).real
            shift = np.exp(1j * sign * vector_potential(t + dt / 2) * d_field)
            ham = lat.onsite + lat.hop_operator(phases, shift)
            term = psi
            for order in range(1, 5):
                term = (-1j * dt / order) * (ham * term[None]).sum(1)
                psi = psi + term
    return -total * dt / 2 / (len(k) * lat.volume)


def chain_grid(number, a):
    k = np.zeros((number, 2))
    k[:, 0] = 2 * np.pi * np.arange(number) / (number * a)
    return k


# Alternating chain: hoppings t +- delta, site energies +- Delta, spacing a/2
a, t_hop, delta, Delta = 6.0, 0.1, 0.03, 0.05
chain = Lattice([Delta, -Delta], [[0, 0], [a / 2, 0]],
                [(0, 1, 0, 0, t_hop + delta), (0, 1, -1, 0, t_hop - delta)], a, a)
w_low = np.sqrt(16 * delta**2 + 4 * Delta**2)
w_high = np.sqrt(16 * t_hop**2 + 4 * Delta**2)


def response(w):
    """Closed form of J/|E_w|^2 for the chain."""
    return 4 * a**2 * t_hop * delta * Delta / (
        w**2 * np.sqrt((w_high**2 - w**2) * (w**2 - w_low**2)))


# Closed form of |r|^2 R and the band edges against direct evaluation
k_line = chain_grid(200, a)
w_cv, r2, r2_shift = weighted_shift(chain, k_line, 0, 0, 3e-4)
assert np.allclose(r2_shift, -a**3 * t_hop * delta * Delta / w_cv**3, rtol=1e-4)
assert abs(w_cv.min() - w_low) < 1e-10 and abs(w_cv.max() - w_high) < 1e-10

# Shift vector from its definition, in two explicit smooth gauges
w_photon = 0.25
cos_ka = (w_photon**2 - 8 * (t_hop**2 + delta**2) - 4 * Delta**2) / (
    8 * (t_hop**2 - delta**2))
k_res = np.arccos(cos_ka) / a


def smooth_states(k, twist):
    u = chain.eigen(np.array([[k, 0.0]]))[1][0]
    u = u * np.exp(-1j * np.angle(u[0]))
    theta = np.array([k * a + 0.7 * np.sin(k * a), 0.4 * np.cos(k * a)])
    return u * np.exp(1j * twist * theta)


def connection(k, twist, h=5e-4):
    du = (smooth_states(k + h, twist) - smooth_states(k - h, twist)) / (2 * h)
    return 1j * smooth_states(k, twist).conj().T @ du


def shift_pieces(k, twist, h=5e-4):
    r_p, r_m = connection(k + h, twist)[0, 1], connection(k - h, twist)[0, 1]
    conn = connection(k, twist)
    return (np.angle(r_p * r_m.conj()) / (2 * h), conn[1, 1].real,
            conn[0, 0].real, abs(conn[0, 1]))


first, second = shift_pieces(k_res, 0), shift_pieces(k_res, 1)
shift_1 = first[0] + first[1] - first[2]
shift_2 = second[0] + second[1] - second[2]
e_res, _, r_res = chain.dipoles(np.array([[k_res, 0.0]]), 0)
dipole = abs(r_res[0, 0])
shift_closed = -a**3 * t_hop * delta * Delta / w_photon**3 / dipole**2
assert abs(e_res[0, 1] - e_res[0, 0] - w_photon) < 1e-10
assert abs(first[0] - second[0]) > 0.5      # the pieces do depend on the gauge
assert abs(shift_1 - shift_2) < 1e-3        # finite-difference error only
assert abs(shift_1 - shift_closed) < 1e-3
assert abs(first[3] - dipole) < 1e-3

# Short pulse on the chain: propagation, zone sum and frequency integral
short = (5e-4, 0.30, 60.0)
q_short = propagated_charge(chain, k_line, 0, 0, short, 0.2)
q_zone = -np.sum(r2_shift * field_spectrum(w_cv, *short)) / (len(k_line) * a)
q_freq = quad(lambda w: 4 * a**2 * t_hop * delta * Delta
              / (w**2 * np.sqrt((w + w_low) * (w_high + w)))
              * field_spectrum(w, *short) / (2 * np.pi),
              w_low, w_high, weight='alg', wvar=(-0.5, -0.5),
              epsabs=0, epsrel=1e-8, limit=200)[0]
assert abs(q_zone / q_freq - 1) < 1e-4
assert abs(q_short / q_zone - 1) < 3e-3     # time step and fourth order in field

# Long pulse: charge per fluence tends to the continuous-wave response
long_pulse = (1e-4, w_photon, 300.0)
q_long = propagated_charge(chain, chain_grid(600, a), 0, 0, long_pulse, 0.4)
fluence = (w_photon * long_pulse[0])**2 * long_pulse[2] * np.sqrt(np.pi) / 4
response_long = q_long / fluence
assert abs(response_long / response(w_photon) - 1) < 1e-2   # finite bandwidth

# Three bands in two dimensions: field along y, current along x
sheet = Lattice([-1.5, 0.6, 1.5], [[0, 0], [0.4, 0.3], [0.7, 0.6]],
                [(0, 1, 0, 0, 0.30), (0, 1, -1, 0, 0.15), (0, 1, 0, -1, 0.20),
                 (0, 2, 0, 0, 0.20), (0, 2, -1, -1, 0.25), (0, 2, -1, 0, 0.10),
                 (1, 2, 0, 0, 0.25), (1, 2, 0, -1, 0.15)], 1.0, 1.0)
side = 2 * np.pi * np.arange(40) / 40
k_plane = np.array([[x, y] for x in side for y in side])
sheet_pulse = (0.01, 2.3, 8.0)
q_sheet = propagated_charge(sheet, k_plane, 1, 0, sheet_pulse, 0.04)
w_s, _, shift_s = weighted_shift(sheet, k_plane, 1, 0, 1e-3)
terms = -shift_s * field_spectrum(w_s, *sheet_pulse) / len(k_plane)
q_sheet_formula, gross = terms.sum(), abs(terms).sum()
assert abs(q_sheet_formula) > 0.1 * gross   # a net effect, not a cancellation
assert abs(q_sheet - q_sheet_formula) < 3e-3 * gross

# Worked example: rate of excitation times charge times displacement
field = 1e-4
joint_density = 2 * w_photon / (np.pi * a * np.sqrt(
    (w_high**2 - w_photon**2) * (w_photon**2 - w_low**2)))
rate = 2 * np.pi * field**2 * dipole**2 * joint_density
current = -rate * shift_1
assert abs(current / (response(w_photon) * field**2) - 1) < 1e-3
ampere = physical_constants['atomic unit of current'][0]

print(f"lattice constant a            = {a:.1f} bohr")
print(f"mean hopping t                = {t_hop:.3f} hartree")
print(f"hopping alternation delta     = {delta:.3f} hartree")
print(f"site energy Delta             = {Delta:.3f} hartree")
print(f"lower absorption edge         = {w_low:.5f} hartree")
print(f"upper absorption edge         = {w_high:.5f} hartree")
print(f"photon energy                 = {w_photon:.3f} hartree")
print(f"resonant k (and -k)           = {k_res:.5f} 1/bohr")
print(f"dipole |r_cv| at resonance    = {dipole:.5f} bohr")
for name, p, total in (("gauge 1", first, shift_1), ("gauge 2", second, shift_2)):
    print(f"{name}: d arg(r_vc)/dk       = {p[0]:.4f} bohr")
    print(f"{name}: A_cc                 = {p[1]:.4f} bohr")
    print(f"{name}: A_vv                 = {p[2]:.4f} bohr")
    print(f"{name}: shift vector R       = {total:.4f} bohr")
print(f"closed-form shift vector      = {shift_closed:.4f} bohr")
print(f"|r|^2 R at resonance          = {dipole**2 * shift_closed:.4f} bohr^3")
print(f"joint density of states       = {joint_density:.4f} 1/(hartree bohr)")
print(f"field amplitude |E_w|         = {field:.1e} a.u.")
print(f"excitation rate per length    = {rate:.4e} a.u.")
print(f"J/|E_w|^2, closed form        = {response(w_photon):.4f} a.u.")
print(f"J/|E_w|^2, long pulse in time = {response_long:.4f} a.u.")
print(f"sigma(0;w,-w) = J/(2|E_w|^2)  = {response(w_photon) / 2:.4f} a.u.")
print(f"shift current, one spin       = {current:.4e} a.u.")
print(f"shift current, one spin       = {current * ampere * 1e9:.4f} nA")
print(f"shift current, both spins     = {2 * current * ampere * 1e9:.4f} nA")
print(f"short pulse charge, in time   = {q_short:.5e} a.u.")
print(f"short pulse charge, formula   = {q_zone:.5e} a.u.")
print(f"2D three-band charge, in time = {q_sheet:.5e} a.u.")
print(f"2D three-band charge, formula = {q_sheet_formula:.5e} a.u.")
print("success")
```

It prints:

```
lattice constant a            = 6.0 bohr
mean hopping t                = 0.100 hartree
hopping alternation delta     = 0.030 hartree
site energy Delta             = 0.050 hartree
lower absorption edge         = 0.15620 hartree
upper absorption edge         = 0.41231 hartree
photon energy                 = 0.250 hartree
resonant k (and -k)           = 0.34461 1/bohr
dipole |r_cv| at resonance    = 1.42452 bohr
gauge 1: d arg(r_vc)/dk       = 0.0753 bohr
gauge 1: A_cc                 = 0.8229 bohr
gauge 1: A_vv                 = 1.9200 bohr
gauge 1: shift vector R       = -1.0219 bohr
gauge 2: d arg(r_vc)/dk       = -6.0326 bohr
gauge 2: A_cc                 = 2.9327 bohr
gauge 2: A_vv                 = -2.0781 bohr
gauge 2: shift vector R       = -1.0219 bohr
closed-form shift vector      = -1.0219 bohr
|r|^2 R at resonance          = -2.0736 bohr^3
joint density of states       = 0.4145 1/(hartree bohr)
field amplitude |E_w|         = 1.0e-04 a.u.
excitation rate per length    = 5.2847e-08 a.u.
J/|E_w|^2, closed form        = 5.4002 a.u.
J/|E_w|^2, long pulse in time = 5.3990 a.u.
sigma(0;w,-w) = J/(2|E_w|^2)  = 2.7001 a.u.
shift current, one spin       = 5.4002e-08 a.u.
shift current, one spin       = 0.3577 nA
shift current, both spins     = 0.7154 nA
short pulse charge, in time   = 1.99097e-06 a.u.
short pulse charge, formula   = 1.99135e-06 a.u.
2D three-band charge, in time = -2.09485e-05 a.u.
2D three-band charge, formula = -2.09581e-05 a.u.
success
```
